# Prebuckling Compression of an Alumina Scale from a Straight-Sided Buckle

## Problem

An alumina scale of thickness $h=2$ µm has grown on a heat-resistant alloy. After cooling, part of it has lifted off along a long straight strip, while the scale on both sides remains bonded. The strip has half-width $b=30$ µm, so its full width is $2b$, and its crest stands $\delta=3$ µm above the adjacent scale. The scale has Young's modulus $E=380$ GPa and Poisson ratio $\nu=0.25$.

Find the equi-biaxial compression $\sigma_0$ that the scale carried before it buckled, and the corresponding strain. Then judge how far the assumptions behind the answer can be trusted.

Compressions are quoted as positive magnitudes. The scale is taken as elastic, uncracked and uniformly stressed before buckling. The strip edges are first taken as clamped: they neither move nor rotate. The shape reveals the compression that the scale would have if it were flat and attached at the temperature of the measurement. This equals the stress just before buckling if the temperature has not changed since then and no creep or growth has intervened.

## First estimate by scaling

Buckling exchanges compression for bending and extra length. Two strains measure this exchange.

The slope of the buckle is of order $\delta/b$. A line of slope $s$ is longer than its horizontal projection by a fraction of order $s^2$, so the released strain is of order $(\delta/b)^2$.

Some compression must remain to hold the scale in its bent shape. The curvature is of order $\delta/b^2$ and the bending stiffness of order $Eh^3$, so the bending moment per unit length is of order $Eh^3\delta/b^2$. A remaining compression $\sigma$ exerts a thrust $\sigma h$ with lever arm $\delta$. Equating $\sigma h\delta$ to the moment gives $\sigma\sim E(h/b)^2$, independent of $\delta$.

Adding the two contributions, with all numerical factors set to one,

$$\sigma_0\sim E\left[\left(\frac hb\right)^2+\left(\frac{\delta}{b}\right)^2\right]
=380\,(0.0044+0.0100)\ \text{GPa}\approx 5.5\ \text{GPa}.$$

The compression is therefore several GPa, and the released part is the larger one. The factors have to come from the shape.

## Exact solution of the clamped, small-slope model

**Which modulus applies.** Let $x$ run across the strip from $-b$ to $b$, and $y$ along it. Hooke's law for a thin sheet is

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad \varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{E}.$$

Before buckling $\sigma_x=\sigma_y=-\sigma_0$, so the compressive strain is

$$\varepsilon_0=\frac{(1-\nu)\sigma_0}{E}.$$

The buckle is uniform along $y$ and attached at its edges to an alloy that keeps its length. Buckling therefore leaves $\varepsilon_y$ unchanged. Setting $\Delta\varepsilon_y=0$ gives $\Delta\sigma_y=\nu\Delta\sigma_x$, and then

$$\Delta\varepsilon_x=\frac{(1-\nu^2)\Delta\sigma_x}{E},\qquad
\Delta\sigma_x=E'\Delta\varepsilon_x,\qquad E'=\frac{E}{1-\nu^2}=405.33\ \text{GPa}.$$

Changes across the strip are governed by $E'$, whereas the initial state is governed by $E/(1-\nu)$.

**Shape.** Let $w(x)$ be the deflection and $\sigma$ the membrane compression across the buckle. No traction acts on the detached scale, so at small slope the horizontal thrust $P=\sigma h$ is the same at every $x$. By symmetry there is no vertical force at the crest, and without a pressure load none arises elsewhere.

Material at height $z$ above the mid-plane has bending strain $-zw''$. The bending moment per unit length is

$$E'w''\int_{-h/2}^{h/2}z^2\,dz=Dw'',\qquad D=\frac{E'h^3}{12}.$$

Consider the piece between the crest and position $x$. The thrusts on its two ends are opposite and their lines of action are $w(0)-w(x)$ apart. Their couple balances the difference of the bending moments:

$$Dw''(x)-Dw''(0)=P\,[w(0)-w(x)].$$

The sign is right: the crest is curved downward, $w''(0)<0$, and the curvature rises towards the lower edges. Thus $Dw''+Pw$ is constant. With $q^2=P/D$, the solution symmetric about $x=0$ is

$$w=A+C\cos qx.$$

A clamped edge has $w'(b)=0$, which requires $\sin qb=0$, or $qb=n\pi$ with $n=1,2,\dots$ for a nonzero buckle. A single crest at the centre, with no intermediate return to the base, selects $n=1$. The condition $w(b)=0$ then gives $A=C$, and $w(0)=\delta$ gives $C=\delta/2$:

$$w=\frac{\delta}{2}\left(1+\cos\frac{\pi x}{b}\right).$$

Since $\sigma=P/h=q^2D/h$, the remaining compression is

$$\sigma_c=\frac{\pi^2}{b^2}\,\frac{E'h^2}{12}
=\frac{\pi^2}{12}E'\left(\frac hb\right)^2 .$$

This is also the compression at which a flat clamped strip of this width can first bend into a shape uniform along its length. Under equi-biaxial compression a flat strip gives way slightly earlier, at about $0.94\,\sigma_c$, into bumps that vary along its length. In this model it stays at that value as the crest rises at fixed width.

**Released compression.** Let $u$ be the horizontal displacement from the attached state. An element $dx$ acquires length $\sqrt{(1+u')^2+w'^2}\,dx$. To leading order its strain changes by $u'+w'^2/2$. Hence

$$-\sigma_c=-\sigma_0+E'\left(u'+\tfrac12w'^2\right).$$

Average this over the strip. The average of $u'$ is $[u(b)-u(-b)]/2b=0$, because the edges do not move. The slope is $w'=-(\pi\delta/2b)\sin(\pi x/b)$, and $\sin^2$ averages to one half, so

$$\sigma_0-\sigma_c=E'\cdot\frac12\cdot\frac{\pi^2\delta^2}{4b^2}\cdot\frac12
=\frac{\pi^2}{16}E'\left(\frac{\delta}{b}\right)^2 .$$

Dividing by $\sigma_c$ leaves $(12/16)(\delta/h)^2$. Therefore

$$\boxed{\;\sigma_0=\sigma_c\left[1+\frac34\left(\frac{\delta}{h}\right)^2\right]\;}$$

**Numbers.** With $h/b=0.06667$ and $\delta/h=1.5$,

$$\sigma_c=\frac{\pi^2}{12}(405.33)(0.06667)^2=1.482\ \text{GPa},$$

$$\sigma_0=1.482\,(1+0.75\times2.25)=1.482\times2.6875=3.98\ \text{GPa}.$$

The strain is

$$\varepsilon_0=\frac{0.75\times3.982}{380}=0.786\,\%.$$

The clamped-edge answer is thus **3.98 GPa**. Of this, 2.50 GPa has been released across the strip. Along the strip the change is smaller by the factor $\nu$, which leaves $3.982-0.25\times2.500=3.357$ GPa.

## Comparison of the two

The solution confirms both powers in the estimate and supplies the factors:

$$\sigma_0=E'\left[\frac{\pi^2}{12}\left(\frac hb\right)^2+\frac{\pi^2}{16}\left(\frac{\delta}{b}\right)^2\right].$$

The factors are about 0.82 and 0.62. Both are below one, which outweighs the replacement of $E$ by the slightly larger $E'$. The estimate of 5.5 GPa is therefore about 1.4 times the clamped result.

Two limits are visible. For $\delta\ll h$ the buckle has barely formed and $\sigma_0\to\sigma_c$. For $\delta\gg h$ the remaining compression becomes negligible beside the released part, the thickness drops out, and the height and width alone fix the initial strain for a given Poisson ratio. The two terms are equal at $\delta=2h/\sqrt3\approx2.3$ µm, so the present buckle lies somewhat on the released-strain side. Neither limit is reached by a stable straight buckle. For clamped edges, $\nu=0.25$ and equi-biaxial prestress, the straight shape is unstable to bumps along the strip until $\delta/h$ passes a value between 0.2 and 0.3. It becomes unstable again, to bumps and to wavy telephone-cord shapes, between $\delta/h=2.5$ and 3. The present $\delta/h=1.5$ lies inside the stable window. The formula applies only to buckles that are in fact straight and uniform along their length.

The same form shows how measurement errors enter. Its logarithmic derivatives are $-2$ for $b$, $2(\sigma_0-\sigma_c)/\sigma_0=1.256$ for $\delta$, and $2\sigma_c/\sigma_0=0.744$ for $h$. A half-width measured 5% too large lowers $\sigma_0$ by about 9%; the same relative error in height raises it by about 6%. Entering the full width in place of $b$ would divide the answer by four, giving 0.995 GPa.

## How far the assumptions hold

**Small slope.** The largest slope is $\pi\delta/2b=0.157$. A calculation with finite rotations and an extensible scale, given the same geometry, yields 3.963 GPa. The formula is 0.49% above it. When $h$ and $\delta$ are both reduced tenfold at fixed $b$, the discrepancy falls to 0.0049%, as expected for an error of second order in $\delta/b$ and $h/b$; this comparison does not separate the two. The beam calculation also omits shear through the thickness, which lowers $\sigma_c$ by about 1% at this $h/b$ even for a shallow buckle. Corrections of this size depend on the strain measure too: a clamped plane-strain continuum with Green strain gives 3.976 GPa. Within the clamped model the formula is thus good to about 1%.

**Clamped edges.** This is the weaker assumption. The bonded scale beside the strip is still compressed and pushes the edge inward, against the elastic resistance of the alloy. That motion supplies some of the extra length in the arch, so less initial strain is needed to explain the same height. The edge also rotates, which lowers the thrust needed to hold the buckle.

To size these effects, the edge displacement, rotation and lift were computed by plane-strain finite elements for a perfectly bonded elastic alloy with rough values of 200 GPa for its modulus and 0.30 for its Poisson ratio. They were then used as edge conditions for the buckle, with $h$, $b$ and $\delta$ held fixed. The result is

$$\sigma_0\approx3.30\ \text{GPa},\qquad \sigma_c\approx1.40\ \text{GPa}.$$

The inferred compression falls by about 17% relative to the clamped formula. Including shear in the scale lowers $\sigma_c$ by a further 0.01 GPa. The result depends on the rough alloy modulus: $\sigma_0$ is about 3.18 GPa for 150 GPa and 3.33 GPa for 220 GPa. Most of the fall is in the released part, which drops from 2.50 to about 1.90 GPa. For an alloy of this stiffness, 3.3 GPa is the better inference, and 3.98 GPa is the answer to the clamped problem. Plastic flow of the alloy at the edges would alter the result further and has not been calculated.

**An uncracked scale.** The crest curvature is $\pi^2\delta/2b^2$ in magnitude. Multiplying by $E'h/2$ gives the peak bending stress in the clamped model:

$$\sigma_b=\frac{\pi^2E'h\delta}{4b^2}=6.667\ \text{GPa}.$$

At the outer face of the crest this is tensile and exceeds the membrane compression, leaving $6.667-1.482=5.19$ GPa of tension. The underside at the clamped edges carries the same tension, since the curvature there is equal and opposite.

For a shallow surface crack of depth $a$ under tension $\sigma_t$, the stress intensity is roughly $1.12\,\sigma_t\sqrt{\pi a}$. With a rough alumina toughness of 3.5 MPa m$^{1/2}$, the tolerable depth at the crest is roughly 0.1 µm, a small fraction of the thickness. An intact buckle of this shape therefore demands a scale with very small flaws. If the crest or edges have cracked, or if creep has relaxed the bending moments, the profile derived above no longer follows and the formula should not be used as it stands. Suppose, for example, that cracks let both edges rotate freely while the thrust still acts at mid-thickness. The profile becomes $\delta\cos(\pi x/2b)$, the remaining compression falls to $\sigma_c/4$, the released part is unchanged, and the inferred $\sigma_0$ is 2.87 GPa. Inspection of the crest and edges for cracks should precede its use.

**Setting beside real scales.** Compressions of a few GPa are typical, as a rough figure, of alumina scales a few micrometres thick on heat-resistant alloys after cooling to room temperature. Both inferred values fall in that range. If thermal mismatch were the sole source of strain, with a rough expansion difference of $7\times10^{-6}$ K$^{-1}$, the clamped result would need a cooling interval of $0.00786/(7\times10^{-6})\approx1120$ K, and the elastic-edge result about 930 K. For cooling to room temperature, these intervals correspond to oxidation near 1150 °C and 950 °C, both plausible for heat-resistant alloys. The comparison is coarse: changing the expansion difference by $1\times10^{-6}$ K$^{-1}$ moves these temperatures by about 120 to 190 K. This agreement does not exclude a growth stress, because the buckle shape gives the total compression and cannot divide it by origin.

The main values used here are collected in the numerical output.

## Table of computed values

```
thickness h                          2.0 um
half-width b                         30.0 um
crest height d                       3.0 um
Young's modulus E                    380 GPa
Poisson ratio                        0.25
plane-strain modulus E'              405.33 GPa
biaxial modulus E/(1-nu)             506.67 GPa
d/h                                  1.500
h/b                                  0.06667
remaining compression sigma_c        1.482 GPa
released strain, quadrature          0.6169 %
released compression                 2.500 GPa
PREBUCKLING COMPRESSION sigma0       3.982 GPa
same                                 3982 MPa
prebuckling biaxial strain           0.786 %
ratio sigma0/sigma_c                 2.6875
compression along the buckle         3.357 GPa
peak bending stress                  6.667 GPa
tension at outer face of crest       5.186 GPa
compression at inner face of crest   8.149 GPa
largest slope                        0.1571
log sensitivity to h                 0.744
log sensitivity to b                 -2.000
log sensitivity to d                 1.256
slip: full width used as b           0.995 GPa
sigma0, finite rotations             3.963 GPa
formula error from finite slope      0.49 %
formula error, shallow buckle        0.0049 %
alloy modulus (rough)                200 GPa
alloy Poisson ratio (rough)          0.30
sigma0 with elastic edges            3.30 GPa
sigma_c with elastic edges           1.40 GPa
change of sigma0 from elastic edges  -17.1 %
mesh change of that sigma0           0.00 %
arm change of that sigma0            0.00 %
expansion mismatch (rough)           7.0 1e-6/K
cooling giving the strain, clamped   1123 K
same, elastic edges                  931 K
alumina toughness (rough)            3.5 MPa m^0.5
tolerable crest flaw depth (rough)   116 nm
```
